# Island Coverage of a Nongrowth Surface at Constant Nucleation Rate, part 2

In area-selective deposition, unwanted islands appear on a nongrowth surface that should stay bare. The problem is to predict its covered fraction $\theta$ at time $t$, which may be a number of cycles.

The surface is flat, uniform, wide and bare at $t=0$. Nuclei of negligible size appear at a constant rate $J$ per unit of bare area and time. Each becomes a circular island whose free edge advances at constant speed $v$. With cycles, $J$ is per area per cycle and $v$ is a length per cycle.

The covered region is the union of complete discs, because a point is reached first along a free straight path. Imagine nucleation attempts everywhere at rate $J$ per unit of total area. Those on covered surface are refused and called phantoms. Their discs, grown at the same $v$, stay inside real ones, so all births can be treated as independent.

A birth at time $s$, of age $u=t-s$, covers a chosen point by time $t$ if it lies within the dangerous area $\pi v^2(t-s)^2$ around it. In space and time these births fill a cone. Their expected number is

$$
X(t)=\int_0^t J\,\pi v^2(t-s)^2\,ds ,
$$

which equals $\pi Jv^2t^3/3$. The coverage is

$$
\theta(t)=1-e^{-X(t)}=1-\exp\!\left(-\frac{\pi Jv^2t^3}{3}\right).
$$

The density $N$ of real nuclei per unit of total area obeys $dN/dt=J(1-\theta)$, and its final value is

$$
N_\infty=J\,\Gamma\!\left(\tfrac43\right)\left(\frac{3}{\pi Jv^2}\right)^{1/3}
=0.879\left(\frac Jv\right)^{2/3}.
$$

The simulation of the first half used $(v/J)^{1/3}$ as the unit of length and $(Jv^2)^{-1/3}$ as the unit of time, so that $J=v=1$. It refused births on covered places on a square of side 30 with periodic edges, averaged over 20 runs, and allowed a difference of 0.02 from the formula.

Q: Return to the ambiguity in $J$. Suppose I count nuclei per unit of total area and find that they increase at a constant rate. What changes?

A: The rate per bare area is then $J/(1-\theta)=Je^{X}$, which rises as the surface fills. On a wide surface $\theta$ may be treated as a definite function of time, so the cone argument still applies with this varying rate:

$$
X(t)=\pi Jv^2\int_0^t(t-s)^2e^{X(s)}\,ds .
$$

Differentiate three times. The first two derivatives produce no term from the upper limit, because the remaining power of $t-s$ vanishes there:

$$
X'=2\pi Jv^2\!\int_0^t(t-s)e^{X(s)}ds,\qquad
X''=2\pi Jv^2\!\int_0^te^{X(s)}ds,
$$

$$
X'''=2\pi Jv^2e^{X},\qquad X(0)=X'(0)=X''(0)=0 .
$$

Since $e^X\ge1$, the coverage at any given time is never lower than in our model. To estimate the difference, call the earlier result $X_0=\pi Jv^2t^3/3$ and replace $e^X$ by $1+X_0$. Three integrations turn $t^3$ into $t^6/(4\cdot5\cdot6)=t^6/120$, so

$$
X\approx X_0+2\pi Jv^2\,\frac{\pi Jv^2}{3}\,\frac{t^6}{120}
=X_0+\frac{(\pi Jv^2)^2t^6}{180}=X_0+\frac{X_0^2}{20}.
$$

The last step uses $X_0^2=(\pi Jv^2)^2t^6/9$. When our law gives 50%, the full equation gives 51.3%.

The difference grows to about 0.03 and then shrinks. Our law approaches full coverage only gradually. In the other, the rate per bare area grows without limit and $X$ diverges at a finite time, about 1.7 in units with $J=v=1$. The surface is then closed, while our law still leaves about 0.6% bare. In units with $J=v=1$, at time 1.1, our law gives 0.752 and the other gives 0.780. A simulation in which refused births were moved to random bare places also gave 0.780, averaged over 24 runs. The two meanings of $J$ are therefore distinguishable, though hardly at low coverage.

Q: Islands have height too. Does your flat picture tell me how much material has been deposited?

A: It does if we specify the shape. Let each island be a hemisphere whose surface advances at $v$ in every direction. Its footprint is the same disc as before, so $\theta$ is unchanged. The path and phantom arguments also carry over, since they used distances alone and straight paths from the surface stay above it.

Consider a point at height $z$. A birth of age $u$ at horizontal distance $r$ has filled it if $r^2+z^2\le v^2u^2$. The dangerous area is $\pi(v^2u^2-z^2)$, and the age must be at least $z/v$. The expected number of such births is

$$
Y(z)=\pi J\int_{z/v}^{t}(v^2u^2-z^2)\,du
=\pi J\left[\frac{v^2u^3}{3}-z^2u\right]_{z/v}^{t}.
$$

The lower limit contributes $-z^3/(3v)+z^3/v=2z^3/(3v)$, hence

$$
Y(z)=\pi J\left(\frac{v^2t^3}{3}-z^2t+\frac{2z^3}{3v}\right).
$$

The filled fraction at height $z$ is $1-e^{-Y(z)}$. Adding thin layers up to the greatest possible height $vt$ gives the volume per unit area, which is the mean thickness:

$$
\bar h=\int_0^{vt}\left(1-e^{-Y(z)}\right)dz .
$$

At low coverage $1-e^{-Y}\approx Y$, and the integral is elementary:

$$
\bar h\approx\pi J\left(\frac{v^3t^4}{3}-\frac{v^3t^4}{3}+\frac{v^3t^4}{6}\right)
=\frac{\pi Jv^3t^4}{6}.
$$

Early on, thickness grows with the fourth power of time and coverage with the third. In the simulation of the first half, taken at time 0.9, hemispheres gave a mean thickness of 0.261, against 0.264 from the full integral.

Q: A chip has no endless nongrowth surface. It has narrow stripes, with growing film on either side.

A: Then the film creeps in from the edges. Take a long stripe of width $w$ and let the film at both edges advance inward at the same speed $v$ from $t=0$. A bare point must lie farther than $vt$ from each edge. For $2vt<w$, such points make up the fraction $1-2vt/w$ of the stripe.

For any of them the dangerous disc has a radius of at most $vt$, so it lies wholly inside the stripe and $X$ is unchanged. A birth on the creeping film at time $s$ lies within $vs$ of the edge. By time $t$ it reaches at most $vs+v(t-s)=vt$ from that edge, so it stays within the creeping film and is a harmless phantom. Therefore

$$
\theta_{\rm stripe}=1-\left(1-\frac{2vt}{w}\right)e^{-X},\qquad 2vt<w .
$$

With $J=v=1$, width 3 and time 0.9, this gives 0.814. A simulation of a stripe 200 units long gave 0.811, averaged over 20 runs. It kept all births, phantoms included, so it tests the formula but not the argument that phantoms are harmless.

Q: Let me see numbers for an actual process.

A: Take atomic layer deposition of gallium oxide, with unwanted islands on a passivated surface. I use rough values: $J=10^9\ \mathrm{cm^{-2}}$ per cycle and $v=0.05$ nm per cycle, for 100 cycles. Since $1\ \mathrm{cm^{-2}}=10^{-14}\ \mathrm{nm^{-2}}$, the rate is $J=10^{-5}\ \mathrm{nm^{-2}}$ per cycle. Then

$$
X=\frac{\pi(10^{-5})(0.05)^2(100)^3}{3}=0.0262,
\qquad \theta=1-e^{-0.0262}=2.6\%.
$$

The oldest islands have a radius of $0.05\times100=5$ nm.

To find when a given coverage is reached, take the logarithm of $1-\theta=e^{-X}$ and solve for $t$:

$$
t=\left[\frac{-3\ln(1-\theta)}{\pi Jv^2}\right]^{1/3}.
$$

This gives about 73 cycles for 1% and 298 cycles for 50%. Coverage rises fiftyfold while the number of cycles rises about fourfold. The third power applies to $X$, which rises from 0.01005 to 0.693, a factor of 69 whose cube root is 4.1.

After 100 cycles there are $9.9\times10^{10}$ real nuclei per $\mathrm{cm^2}$, close to the $10^{11}$ attempts because little surface is covered. If the process continued to full coverage, the density would reach $3.0\times10^{11}\ \mathrm{cm^{-2}}$. The corresponding spacing $N_\infty^{-1/2}$ is 18 nm.

Q: How much gallium is that after 100 cycles? A composition measurement may see atoms more easily than it sees small islands.

A: The thickness integral gives $\bar h=0.065$ nm. It is far below the height of an island because it is averaged over the mostly bare surface. With a rough oxide density of $5.5\ \mathrm{g/cm^3}$, a molar mass of 187.44 g/mol and two gallium atoms per formula unit, the areal density is

$$
\frac{(0.0648\times10^{-7}\ \mathrm{cm})(5.5\ \mathrm{g/cm^3})}{187.44\ \mathrm{g/mol}}
\times2N_A=2.3\times10^{14}\ \mathrm{cm^{-2}},
$$

where $N_A$ is Avogadro's constant.

Suppose that film on the growth surface starts at once and thickens at the same $v$. Its thickness is then $h_g=5$ nm. Defining selectivity by thickness gives

$$
S=\frac{h_g-\bar h}{h_g+\bar h}=\frac{5-0.0648}{5+0.0648}=0.974 .
$$

Q: That looks comfortable. Would the same be true of a stripe 100 nm wide?

A: No. Creep from the edges covers $2\times5/100=10\%$ of it, and

$$
\theta_{\rm stripe}=1-(1-0.10)e^{-0.0262}=12.3\%.
$$

If the creeping film has a rounded edge of radius 5 nm, the two quarter circles alone add $\pi(5)^2/(2\times100)=0.39$ nm to the mean thickness, and the selectivity falls to about 0.83. Here creep matters more than nucleation. Reducing $J$ while holding $v$, $t$ and $w$ fixed cannot bring this coverage below 10%.

Q: You also started each nucleus with no size. Islands of 5 nm aren't enormously larger than a nucleus.

A: Give each nucleus a starting radius $r_0$. The dangerous radius at age $u$ becomes $r_0+vu$, so the expected number of births is

$$
X_{r_0}=\pi J\int_0^t(r_0+vu)^2du
=\frac{\pi J}{3v}\left[(r_0+vt)^3-r_0^3\right].
$$

For $r_0=0.3$ nm the coverage rises from 2.6% to 3.1%. This is a low-coverage estimate. A phantom centred at the rim of a real island now begins with a finite radius and can protrude by up to $r_0$, so the formula counts some area too many.

With $J=v=1$, $r_0=0.2$ and time 0.5, the estimate is 0.296, and a simulation that refused covered centres gave 0.287. The tolerance of 0.02 supports the estimate but is too wide to measure the excess. Most of the gap of 0.009 is sampling noise; the excess itself is only about 0.002.

Q: And a constant $J$ from the first cycle? Passivation may hold for a while and then fail.

A: The timing matters strongly. If no births occur during the first 20 cycles and $J$ is constant afterwards, $t$ becomes 80 cycles. Then $X$ is multiplied by $0.8^3=0.512$, and coverage drops to 1.3%.

If instead the rate grows steadily as $J=bs$, with $b$ constant, the same cone gives

$$
X=\pi bv^2\int_0^ts(t-s)^2ds
=\pi bv^2\left(\frac{t^4}{2}-\frac{2t^4}{3}+\frac{t^4}{4}\right)
=\frac{\pi bv^2t^4}{12}.
$$

A fourth power in the early coverage could thus come from worsening passivation, while a third power is what constant $J$ and constant $v$ predict. Neither power alone proves its mechanism, since changes in $v$ can alter it too.

Q: Perhaps nuclei form at defects, and the defects run out.

A: Let there be $N_s$ randomly scattered sites per area, each firing at rate $J/N_s$ while unused. The unused density decays as $e^{-Js/N_s}$, so $J$ is replaced by $Je^{-Js/N_s}$ in the cone integral. With $N_s=10^{12}\ \mathrm{cm^{-2}}$, about a tenth as many attempts as sites have occurred by cycle 100, and coverage is 2.52% instead of 2.58%.

The change is small because early births matter most. Weighted by dangerous area, the mean birth time is $(t^4/12)/(t^3/3)=t/4$. The leading relative reduction of $X$ is therefore $0.1/4$, or 2.5%.

Q: What of the cycles themselves, temperature, and atoms that wander to islands before they can form a nucleus?

A: Counting whole cycles, with a nucleus starting to grow in the cycle after its birth, replaces the integral by a sum and gives 2.55%.

Temperature can matter more. Assume that $J$ has a nucleation barrier $E=1.0$ eV, and raise the temperature from $T_1=523$ K to $T_2=528$ K with $v$ held fixed. With $k_B$ the Boltzmann constant, $J$ is multiplied by

$$
\exp\!\left[\frac{E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right)\right]=1.23,
$$

and coverage becomes 3.2%.

For wandering atoms, suppose that no nucleus can form within 2 nm of an island. The area inside or within 2 nm of the discs of all attempts follows from $X_{r_0}$ with $r_0=2$ nm, and is 6.8% of the surface at cycle 100. The real islands are a subset of those discs, so 6.8% is an upper bound on the share of attempts lost. If the island speed is unaffected, the coverage lost is at most $0.068X=0.0018$, or 0.18 percentage points.

Q: Then how far should I trust the 2.6% in a real process?

A: As an estimate for a wide surface with these inputs. A growth per cycle of several hundredths of a nanometre to about a tenth is a reasonable rough range for gallium oxide deposition. The nucleation rate is much less transferable: it depends on the passivation, the cleaning and the precursor, and may differ by orders of magnitude. While coverage stays low, $\theta$ is nearly proportional to $J$, and an error in $J$ gives almost the same relative error in $\theta$. At higher coverage the proportionality fails: ten times the rate used here would give 23%, and a hundred times would cover most of the surface. Real patterns also break the assumption of a wide surface, which in the 100 nm stripe moves the number from 2.6% to 12.3%. That figure assumes that the film creeps in at the full speed $v$ from the first cycle, as for level surfaces. A growth area recessed below the nongrowth surface delays the creep.

A limit on the number of cycles taken from this law therefore needs a measured $J$ and $v$ for the process in question, evidence that both stay constant, and a region so wide that the creep fraction $2vt/w$ is small compared with $\theta$ itself. The 100 nm stripe is ten times wider than $2vt$, and that is not enough. For creep to be only a tenth of the 2.6%, the stripe would have to be about 4 micrometres wide.

## Computed results

```
SIMULATION (units J = v = 1)
t = 0.6: coverage simulated 0.197, formula 0.202
t = 0.9: coverage simulated 0.530, formula 0.534
t = 1.2: coverage simulated 0.836, formula 0.836
largest arrival-time change from phantoms: 0.0e+00
final nucleus density: simulated 0.876, formula 0.879
mean thickness at t = 0.9: simulated 0.261, formula 0.264
rate per total area, t = 1.1: simulated 0.780, its law 0.780, bare-area law 0.752
start radius 0.2, t = 0.5: simulated 0.287, estimate 0.296
stripe width 3, t = 0.9: simulated 0.811, formula 0.814
EXAMPLE: gallium oxide, rough inputs
J = 1.0e+09 cm^-2 per cycle = 1.0e-05 nm^-2 per cycle
v = 0.05 nm per cycle; cycles = 100
largest island radius = 5.0 nm
X = 0.02618; coverage = 2.58 %
cycles to 1 % coverage = 72.7
cycles to 50 % coverage = 298.0
real nuclei after 100 cycles = 9.935e+10 cm^-2
final nucleus density = 3.007e+11 cm^-2
final mean spacing N^(-1/2) = 18.2 nm
mean thickness on nongrowth surface = 0.0648 nm
thickness on growth surface = 5.0 nm
thickness selectivity = 0.9744
density = 5.5 g/cm^3; molar mass = 187.44 g/mol
gallium on nongrowth surface = 2.29e+14 atoms/cm^2
at the 50 % time, rate per total area gives 51.3 %
NEGLECTED EFFECTS: coverage after 100 cycles
edge creep into 100 nm stripe: 12.33 %
starting radius 0.3 nm: 3.07 %
incubation delay 20 cycles: 1.33 %
whole cycles instead of continuous time: 2.55 %
only 1e+12 defect sites per cm^2: 2.52 %
nucleation barrier 1.0 eV, 523 K raised by 5 K: J times 1.234, 3.18 %
surface inside or within 2 nm of an island, upper bound: 6.78 %
```
